# High-spin to low-spin tunnelling in a model d⁶ complex, part 2

A model $d^6$ complex decays from its high-spin term (HS, $^5T_2$) to its low-spin term (LS, $^1A_1$), and we seek the quantum rate $k$. Energies are in cm⁻¹. $S$ is the Huang–Rhys factor; $\hat{\mathbf S}$ is the spin operator, with projection $M$. Along the dimensionless breathing coordinate $q$, with $[q,\hat\pi]=i$, the wells are

$$H_L=\hbar\omega\left[\tfrac12\hat\pi^2+\tfrac12q^2\right],\qquad H_H=\hbar\omega\left[\tfrac12\hat\pi^2+\tfrac12(q-d)^2+p\right],$$

where $p=\Delta E^0/\hbar\omega$, $\Delta E^0$ is the gap between the lowest vibronic levels, and $S=\tfrac12d^2$. They cross at $q_c=(S+p)/d$.

Spin–orbit coupling $H_{SO}$, with constant $\zeta$, joins LS to the fifteen HS states only in second order, through triplets. The coupling elements form a vector $V\mathbf u$ with $|\mathbf u|=1$, and $V$ is held at its value at the crossing (Condon approximation). With $k\in\{yz,zx,xy\}$ labelling the orbital of the sixth electron and the $d$-like spin states,

$$|\mathbf u\rangle=\frac1{\sqrt3}\sum_k|k\rangle_{\rm orb}|k\rangle_{\rm spin}.$$

The spin state $|xy\rangle$ is $i(|{-2}\rangle-|2\rangle)/\sqrt2$. For HS sublevels $|i\rangle$ in mutual equilibrium, with populations $\pi_i$, the squared coupling is

$$\beta^2=wV^2,\qquad w=\sum_i\pi_i|\langle i|\mathbf u\rangle|^2 .$$

Within HS, $H_{SO}=+\tfrac\zeta4\tilde{\mathbf l}\cdot\hat{\mathbf S}$ and $\lambda=-\zeta/4$, where $\tilde{\mathbf l}$ has the matrices of angular momentum 1 under the map $yz\to x$, $zx\to y$, $xy\to z$. In octahedral symmetry the coupled level lies $5\zeta/4$ above the ground level to first order, and the lower levels have no overlap with $|\mathbf u\rangle$. There is then no plateau, that is, no finite rate down to $T=0$. We now add a static distortion.

The example has $\hbar\omega=250$ cm⁻¹, $\hbar\omega/k_B=359.7$ K, $\omega=4.709\times10^{13}$ s⁻¹, $S=45$, $p=4$, $\zeta=400$ cm⁻¹ and $V=108.3$ cm⁻¹, with the crossing at ligand-field parameter $10Dq=15119$ cm⁻¹. "The program" is the code that computes and checks the numbers.

**Trigonal field.** Lower the orbital $a_1=(d_{xy}+d_{yz}+d_{zx})/\sqrt3$ by $\delta$. Since $xy+yz+zx=\tfrac12[(x+y+z)^2-r^2]$, it is the $d_{z'^2}$ orbital along $z'=(111)$. For $\delta\gg\zeta$ the sixth electron occupies $a_1$ and five spin sublevels remain. The sum $\sum_k|k\rangle|k\rangle$ keeps its form under a real orthogonal change of basis, so the $a_1$ part of $|\mathbf u\rangle$ is $|a_1\rangle|a_1\rangle_{\rm spin}/\sqrt3$, and the spin state of $z'^2$ type is $M=0$ along $z'$. Its weight is $\tfrac13$ and the other four sublevels have none. Their order follows at second order: $a_1$ maps to $p_{z'}$, for which $\langle\tilde l_i\tilde l_j\rangle=\delta_{ij}$ for $i,j\in\{x',y'\}$ and zero otherwise, so the shift is $-(\lambda^2/\delta)(\hat S_{x'}^2+\hat S_{y'}^2)=-(\lambda^2/\delta)(6-M^2)$. The coupled level $M=0$ is lowest and the spread is $4\lambda^2/\delta$. In the strong-field limit $w=\tfrac13$ for $k_BT$ far below the spread and $w=\tfrac1{15}$ far above it; the program finds 0.3332 and 0.0666. Axis and sign of the distortion matter. If $d_{xy}$ is lowered instead (a tetragonal field), the $xy$ part of $|\mathbf u\rangle$ carries the spin state $|xy\rangle$ with $M=\pm2$, which the same second-order shift places at the top of the five sublevels, so $w\to0$ as $T\to0$. How low $T$ must be depends on terms outside the fifteen HS states: for a lowering of 1000 cm⁻¹ the five sublevels span 44.5 cm⁻¹ within those states but only about 6 cm⁻¹ in the full $d^6$ space at the crossing value of $10Dq$, where the suppression sets in only below about 10 K. If $a_1$ is raised by 1000 cm⁻¹ rather than lowered, the lowest level is a degenerate pair, which has no overlap with the invariant $|\mathbf u\rangle$.

At $\delta=1000$ cm⁻¹, with $H_{SO}$ and the trigonal field restricted to the fifteen HS states, the spread is 44.5 cm⁻¹ (second order gives $4\times100^2/1000=40$), the lowest level has weight 0.1965 and the mean over five levels is 0.0393, one fifth of it. In the full $d^6$ space, where triplets and $^5E$ mix in, the order of the levels is the same but the spread is 57–60 cm⁻¹ (82–86 K) and the squared coupling of the lowest level is about $0.18V^2$, so these figures hold only to about 30% and 10% respectively. The factor five is exact: $|\mathbf u\rangle$ is invariant under the threefold rotation and the sublevels descending from $M=\pm1,\pm2$ are not. The spread corresponds to $44.5\times359.7/250\approx64$ K, so in this distorted complex $w$ falls from 0.20 towards 0.04 over the same temperature range as the vibrational plateau. The plateau derived below is a property of the vibrational factor. As long as only these five sublevels are populated, the electronic factor superimposes on it a fall of up to a factor of five as $T$ rises, which is small beside the eight orders of magnitude spanned by the vibrational factor between 10 and 300 K. For $\delta\ll\zeta$ the bound does not hold: the weight of the lowest level tends to zero, as in the octahedral limit, and $w$ rises once the levels near $5\zeta/4$ are populated. The example holds $w=\tfrac1{15}$ fixed, so $\beta=108.3/\sqrt{15}=28.0$ cm⁻¹.

## 5. The nonadiabatic condition

Lowest order in the coupling suffices if a passage through the crossing rarely changes the electronic state. Near $q_c$ the diabatic gap is $\hbar\omega d\,(q-q_c)$ in magnitude. For passage at speed $\dot q$ the phase difference is $\tfrac12\alpha t^2$ with $\alpha=\omega d\,\dot q$, the first-order amplitude is $(V/\hbar)\int e^{i\alpha t^2/2}dt$ in modulus, and its square is $2\pi V^2/\hbar^2\alpha$. This is the Landau–Zener exponent. Under the barrier the momentum is imaginary, with $|\hat\pi|\approx d-q_c=(S-p)/d$ when the zero-point energy is neglected, and $|\dot q|=\omega|\hat\pi|$. Then $|\alpha|=\omega^2(S-p)$ and the exponent is $2\pi\gamma\approx0.029$, where the expansion parameter, defined without the factor $2\pi$, is estimated as

$$\gamma=\frac{V^2}{(\hbar\omega)^2(S-p)}=\frac{(108.3/250)^2}{41}=0.0046 .$$

The scale against which the coupling must be small is $\hbar\omega\sqrt{S-p}$ rather than $\hbar\omega$. The check below puts the correction to the rate at about $8\gamma$, so for $V=\hbar\omega$ and $S-p=41$ it is already about a fifth.

The program checks this on the two-state vibronic Hamiltonian with the full coupling $V$. When the HS level $0$ is tuned into resonance with the LS level $p$, lowest order gives a splitting $2V|\langle p|0\rangle|$. Exact diagonalisation gives $1.545\times10^{-5}$ cm⁻¹, larger than the lowest-order value by the fraction 0.0194, and by 0.0048 when $V$ is halved. The correction scales as $V^2$, as asserted, and is about four times $\gamma$, so $\gamma$ gives its order of magnitude and not its value. A rate goes as the square of the splitting, so the error of lowest order, relative to the lowest-order rate, is about 4% for one HS level coupled with the full $V$. The quantity $\beta$ is a population average and not the coupling of any level; a single sublevel couples with $V|\langle i|\mathbf u\rangle|\le V$, for which the two-state correction is smaller. The problem with all fifteen sublevels is not tested.

An isolated one-mode system would oscillate coherently across this splitting. A rate exists because the LS level reached hands its energy to other modes in a time far shorter than $\hbar$ divided by $10^{-5}$ cm⁻¹. This fast cooling is assumed, as is thermal equilibrium inside the HS well.

## 6. The golden rule in time form

First-order perturbation theory gives, for an initial vibronic level $i$ and a final level $f$ with $\omega_{if}=(E_i-E_f)/\hbar$, the probability $(\beta^2/\hbar^2)|\langle f|i\rangle|^2\,4\sin^2(\omega_{if}t/2)/\omega_{if}^2$. The last factor has area $2\pi t$ in $\omega_{if}$ and narrows as $1/t$, so it tends to $2\pi t\,\delta(\omega_{if})$. Averaging over thermal weights $\rho_i$,

$$k=\frac{2\pi\beta^2}{\hbar^2}\sum_{i,f}\rho_i|\langle f|i\rangle|^2\delta(\omega_{if}).$$

Insert $2\pi\delta(\omega_{if})=\int dt\,e^{i\omega_{if}t}$, let the exponentials act as operators on $|i\rangle$ and $|f\rangle$, and use completeness of the $|f\rangle$:

$$k=\frac{\beta^2}{\hbar^2}\int_{-\infty}^{\infty}dt\;\mathrm{Tr}\left[\rho_H\,e^{iH_Ht/\hbar}e^{-iH_Lt/\hbar}\right].$$

For one mode put $q=(a+a^\dagger)/\sqrt2$ and $\hat\pi=(a-a^\dagger)/i\sqrt2$. The translation by $d$ is $D=e^{-id\hat\pi}=e^{\sqrt S(a^\dagger-a)}$, since $d/\sqrt2=\sqrt S$. Then $H_H=\Delta E^0+DH_LD^\dagger$ and $\rho_H=D\rho D^\dagger$, with $\rho$ the thermal state of $H_L$. Moving the leftmost $D$ to the right end of the trace,

$$\mathrm{Tr}[\dots]=e^{i\Delta E^0t/\hbar}\left\langle D^\dagger(t)\,D\right\rangle,\qquad D^\dagger(t)=e^{X},\quad X=-\sqrt S\,(za^\dagger-z^*a),\quad z=e^{i\omega t},$$

because $e^{iH_Lt/\hbar}a\,e^{-iH_Lt/\hbar}=a\,e^{-i\omega t}$. With $D=e^Y$, $Y=\sqrt S(a^\dagger-a)$, the commutator is a number:

$$[X,Y]=-S\left(z[a^\dagger,-a]-z^*[a,a^\dagger]\right)=-S(z-z^*).$$

Hence $e^Xe^Y=e^{X+Y}e^{[X,Y]/2}$ with $X+Y=\kappa a^\dagger-\kappa^*a$, $\kappa=\sqrt S(1-z)$.

The thermal average follows from normal ordering, $e^{\kappa a^\dagger-\kappa^*a}=e^{-|\kappa|^2/2}e^{\kappa a^\dagger}e^{-\kappa^*a}$. Let $\theta=\hbar\omega/k_BT$, $x=e^{-\theta}$, $\rho_m=(1-x)x^m$ and $\bar n=x/(1-x)$. Only terms with equal powers of $a^\dagger$ and $a$ survive, and from $\sum_m\binom mjx^m=x^j/(1-x)^{j+1}$ one gets $\langle a^{\dagger j}a^j\rangle=(1-x)\sum_mx^m\,m!/(m-j)!=j!\,\bar n^j$. The series is $\sum_j(-|\kappa|^2)^j\,j!\,\bar n^j/(j!)^2=e^{-|\kappa|^2\bar n}$, so the average is $e^{-|\kappa|^2(\bar n+1/2)}$ with $|\kappa|^2=S(2-z-z^*)$. Collecting the exponent,

$$-S(\bar n+\tfrac12)(2-z-z^*)-\tfrac S2(z-z^*)=-S\left[(2\bar n+1)-\bar nz-(\bar n+1)z^*\right].$$

Independent modes multiply, so for modes $j$ with factors $S_j$

$$k=\frac{\beta^2}{\hbar^2}\int dt\,\exp\Big\{\frac{i\Delta E^0t}{\hbar}-\sum_jS_j\left[(2\bar n_j+1)-(\bar n_j+1)e^{-i\omega_jt}-\bar n_je^{i\omega_jt}\right]\Big\}.$$

The term with $(\bar n+1)e^{-i\omega t}$ describes emission of a quantum and the term with $\bar n\,e^{i\omega t}$ absorption.

## 7. One mode: a comb of lines

For a single mode the second exponential is periodic, and it can be written $\sum_nF_ne^{-in\omega t}$. The time integral of each term is $2\pi\delta(\Delta E^0/\hbar-n\omega)=(2\pi/\omega)\,\delta(p-n)$, so

$$k=\frac{2\pi\beta^2}{\hbar^2\omega}\sum_nF_n(T)\,\delta(p-n).$$

Multiplying the series of $e^{S(\bar n+1)z^*}$ and $e^{S\bar nz}$ and keeping terms with $j+n$ quanta emitted and $j$ absorbed,

$$F_n=e^{-S(2\bar n+1)}\sum_{j\ge0}\frac{[S(\bar n+1)]^{j+n}[S\bar n]^j}{(j+n)!\,j!}=e^{-S(2\bar n+1)}\Big(\frac{\bar n+1}{\bar n}\Big)^{n/2}\sum_j\frac{(y/2)^{2j+n}}{j!\,(j+n)!},$$

with $y=2S\sqrt{\bar n(\bar n+1)}$. The last sum is the modified Bessel function $I_n(y)$. Using $(\bar n+1)/\bar n=e^\theta$, $\bar n(\bar n+1)=e^\theta/(e^\theta-1)^2=1/4\sinh^2(\theta/2)$ and $2\bar n+1=\coth(\theta/2)$,

$$F_p(T)=\exp\left[-S\coth\frac\theta2+\frac{p\theta}2\right]I_p\!\left(\frac S{\sinh(\theta/2)}\right).$$

Comparing with the golden-rule sum line by line, the same coefficient is $F_p=\sum_m\rho_m|\langle m+p|D|m\rangle|^2$. The single overlaps come from the normal-ordered form of $D$. Using $a^j|m\rangle=\sqrt{m!/(m-j)!}\,|m-j\rangle$ and $a^{\dagger(j+p)}|m-j\rangle=\sqrt{(m+p)!/(m-j)!}\,|m+p\rangle$,

$$\langle m+p|D|m\rangle=e^{-S/2}\sum_{j=0}^m\frac{(-\sqrt S)^j(\sqrt S)^{j+p}}{j!\,(j+p)!}\frac{\sqrt{m!\,(m+p)!}}{(m-j)!}=e^{-S/2}S^{p/2}\sqrt{\frac{m!}{(m+p)!}}\;L_m^p(S),$$

where $\sqrt{m!(m+p)!}=\sqrt{m!/(m+p)!}\,(m+p)!$ was used and $L_m^p(S)=\sum_j(-S)^j\binom{m+p}{m-j}/j!$ is the associated Laguerre polynomial. For $m=0$ the square is the Poisson weight $e^{-S}S^p/p!$. The program computes overlaps by quadrature of oscillator functions on a grid and tests against them the Poisson weights up to $p=90$, the Laguerre form for $m\le3$ at $p=4$, and both the Bessel form and the one-period time integral for $p=1,4,16$ between 10 and 600 K, the last two to one part in $10^7$.

The comb is not yet a rate: it is infinite at integer $p$ and zero elsewhere. Replacing $\sum_nF_n\delta(p-n)$ by $F_p$ amounts to a density of final states $1/\hbar\omega$, and this needs a physical source.

## 8. A band of modes

In a real complex the bond displacement projects on many normal modes. Let the total $S$ be spread over a Gaussian band of mean $\omega$ and standard deviation $\eta\omega$, and take $T=0$. With $\tau=\omega t$ the mode sum is the Fourier transform of the Gaussian, $\sum_jS_je^{-i\omega_jt}=S\,e^{-i\tau-\eta^2\tau^2/2}$. Expanding the exponential in powers of this and integrating each term with $\int\frac{d\tau}{2\pi}e^{i(p-n)\tau-n\eta^2\tau^2/2}=N(p;n,n\eta^2)$, the normal density of mean $n$ and variance $n\eta^2$,

$$k_0=\frac{2\pi\beta^2}{\hbar^2\omega}A(p),\qquad A(p)=\sum_{n\ge1}P(n)\,N(p;n,n\eta^2),\qquad P(n)=\frac{e^{-S}S^n}{\Gamma(n+1)}.$$

The $n=0$ term is $\delta(p)$ and drops out for $p>0$. The variance grows as $n$ because $n$ independent quanta add their frequency spreads.

The summand, continued to real $n>0$, vanishes with all its derivatives as $n\to0$ when $p>0$, so the Poisson summation formula applies: $A=\sum_kA_k$ with $A_k=\int_0^\infty dn\,P(n)N(p;n,n\eta^2)e^{2\pi ikn}$. The formula is exact for any smooth continuation of $n!$; the gamma function is chosen because it adds no oscillation of its own, so that all oscillation in $p$ sits in the terms $k\ne0$. The program tests $A$ against the time integral and against the Poisson series at $p=4$ and $p=4.37$.

**Smooth term.** In the Fourier form of $N$, each factor $-\tau^2$ is $\partial_p^2$, so $N=\sum_j\frac{(n\eta^2/2)^j}{j!}\partial_p^{2j}\delta(p-n)$ and

$$A_0=P(p)+\frac{\eta^2}2\,\partial_p^2\,[pP(p)]+O(\eta^4).$$

Define $a=d\ln P/dp=\ln S-\psi(p+1)$, with $\psi=\Gamma'/\Gamma$, and $a'=-\psi'(p+1)$. Then $P'=aP$, $P''=(a^2+a')P$ and $(pP)''=pP''+2P'$, so

$$\frac{A_0}{P(p)}=1+\frac{\eta^2}2\left[p(a^2+a')+2a\right]+O(\eta^4).$$

The program tests this coefficient at $\eta=0.02$ to 2%. As $\eta\to0$ the smooth term tends to $P(p)$, which supplies the density $1/\hbar\omega$; the interpolation by $\Gamma(p+1)$ is the continuation chosen above, and it describes $A(p)$ only when the terms $k\ne0$ are small. For $p$ well below $S$ the term $pa^2$ dominates the bracket and is positive, because a larger number of softer quanta has a larger weight. Near $p\approx S$, $a$ tends to zero while $pa'\approx-1$, so the bracket turns negative even where $a$ is still positive.

**Ripple.** For an estimate, put $P(n)\approx P(p)e^{a(n-p)}$ and freeze the variance at $p\eta^2$. The Gaussian integral gives $A_k\approx P(p)e^{2\pi ikp}\exp[\tfrac12p\eta^2(a+2\pi ik)^2]$, so $|A_k/A_0|\approx e^{-2\pi^2k^2p\eta^2}$, and $k=\pm1$ together give a relative oscillation of amplitude $2e^{-2\pi^2p\eta^2}$.

The simple formula thus needs a band wide enough to erase the comb, $2\pi^2p\eta^2\gg1$, and narrow enough that $\tfrac12pa^2\eta^2\ll1$. At $p=4$, where $a=2.30$, the two conditions cannot both be well met. For $\eta=0.2$ the ripple over $4\le p\le5$ is at most 0.039 relative to $A_0$, about half the estimate 0.085; that the frozen variance causes the overestimate, since the weight shifts to larger $n$ where the lines are wider, is a conjecture. The smooth term is $1.69\,P(p)$, against 1.50 from the first-order formula. For $\eta=0.05$ the ripple reaches 2.9 and no smooth rate exists. For the band with $\eta=0.2$ the one-mode expression is therefore low by a factor 1.7 at $p=4$. At finite temperature a term with $j+n$ quanta emitted and $j$ absorbed has variance $(2j+n)\eta^2$ if the variation of $\bar n$ across the band is neglected, so the comb is smoothed more strongly; this case is not tested. With this accuracy understood, the working result is

$$k(T)=\frac{2\pi\beta^2}{\hbar^2\omega}F_p(T),$$

and the rates quoted below do not include the band factor.

The rate is now $k(T)=(2\pi\beta^2/\hbar^2\omega)F_p(T)$, with its electronic factor, its nonadiabatic condition and the error of the one-mode form estimated for the example. What remains is to draw from it the tunnelling plateau, the activated regime and the inverse energy-gap law, and to relate the gap to the transition temperature.
